\section*{Semicore Levels near the Start of an Energy Contour}

\section{Does nearness alone cause an error?}

\textbf{Q.} I compute a metal with a Green-function code. A shallow semicore level lies just below the energy where the valence contour starts, and my charge is slightly wrong. Is the level leaking into the valence integral?

\textbf{A.} Not in the exact integral. Take zero temperature, a fixed one-electron Hamiltonian $H$ and $G(z)=(z-H)^{-1}$. Just above the real axis,
\begin{equation}
\frac{1}{E+i0-\varepsilon}=\mathcal P\frac{1}{E-\varepsilon}-i\pi\delta(E-\varepsilon),
\end{equation}
so a level $\varepsilon$ is counted, per spin, by
\begin{equation}
N=-\frac1\pi\,\mathrm{Im}\int_{E_B}^{E_F}\frac{dz}{z-\varepsilon}.
\end{equation}
The integrand is analytic in the upper half-plane, so the path may be lifted into a semicircle with the same ends. The integral is the change of $\ln(z-\varepsilon)$, and its imaginary part is the change in the argument of $z-\varepsilon$.

If $\varepsilon<E_B$, both $E_B-\varepsilon$ and $E_F-\varepsilon$ are positive. The argument is zero at both ends and $N=0$. If $E_B<\varepsilon<E_F$, the argument goes from $\pi$ to $0$ and $N=1$. The distance to $E_B$ does not enter.

\textbf{Q.} Then where does my error come from?

\textbf{A.} Three candidates concern the contour: too few energy points for a pole that close, a start that cuts through the semicore band, and a level counted both as core and on the contour. The first is a numerical error; the other two are errors of bookkeeping. If the level is treated as an atomic core, a tail cut at the cell boundary is a fourth, taken up in the last section.

\section{Leakage through a finite number of points}

\textbf{Q.} How large is the first one for a level at a given distance?

\textbf{A.} Let the level lie at $\varepsilon=E_B-d$. With centre $c=(E_B+E_F)/2$ and radius $R=(E_F-E_B)/2$, write
\begin{equation}
z=c+Re^{i\theta},\qquad \theta=\frac{\pi}{2}(1-x),\qquad -1\le x\le1,
\end{equation}
and use $n$ Gauss--Legendre points in $x$. The integrand becomes
\begin{equation}
f(x)=\frac{1}{z-\varepsilon}\frac{dz}{dx}.
\end{equation}
Its poles are where $z=\varepsilon$. Since $c-\varepsilon=R+d$, this requires
\begin{equation}
e^{i\theta_p}=-\left(1+\frac dR\right)
\;\Rightarrow\;
\theta_p=\pi-i\ln\left(1+\frac dR\right),
\end{equation}
up to multiples of $2\pi$. Inserting this in $x=1-2\theta/\pi$ gives
\begin{equation}
x_p=-1+is,\qquad s=\frac2\pi\ln\left(1+\frac dR\right),
\end{equation}
and images shifted by multiples of 4. To separate them, put $w=x-x_p$. Then $z-\varepsilon=Re^{i\theta_p}(e^{-i\pi w/2}-1)$, and
\begin{equation}
f=-\frac{i\pi}{2}\,\frac{e^{-i\pi w/2}}{e^{-i\pi w/2}-1}
=\frac\pi4\,\frac{e^{-i\pi w/4}}{\sin(\pi w/4)}
=\frac\pi4\cot\frac{\pi w}{4}-\frac{i\pi}{4}.
\end{equation}
The second form follows on multiplying numerator and denominator by $e^{i\pi w/4}$. The term $\frac\pi4\cot\frac{\pi w}{4}$ has poles of residue 1 at $w=4k$, and its partial-fraction expansion is $1/w$ plus $1/(w-4k)$ for each image, summed in pairs $\pm k$. Gauss quadrature integrates the constant without error, so we need its error for $1/(x-x_p)$.

\textbf{Q.} Can that error be found in closed form?

\textbf{A.} Yes. The function $[P_n(x_p)-P_n(x)]/(x_p-x)$ is a polynomial in $x$ of degree $n-1$, which $n$ Gauss points integrate exactly. At the nodes $x_i$, with weights $w_i$, $P_n(x_i)=0$. Hence
\begin{equation}
P_n(x_p)\sum_i\frac{w_i}{x_p-x_i}
=P_n(x_p)\int_{-1}^{1}\frac{dx}{x_p-x}-2Q_n(x_p),
\end{equation}
where $Q_n(y)=\frac12\int_{-1}^1P_n(t)\,dt/(y-t)$. Dividing by $P_n(x_p)$ and reversing the sign of the integrand,
\begin{equation}
(\text{sum}-\text{integral})\ \text{of}\ \frac1{x-x_p}=\frac{2Q_n(x_p)}{P_n(x_p)}.
\end{equation}
The count carries the factor $-1/\pi$. Under $y\to-y$, $P_n$ acquires $(-1)^n$ and $Q_n$ acquires $(-1)^{n+1}$, so their ratio is odd. With $y=-x_p$ the error per spin is therefore
\begin{equation}
\boxed{\;\delta N=\frac2\pi\,\mathrm{Im}\,\frac{Q_n(y)}{P_n(y)},\qquad y=1-is.\;}
\label{leak}
\end{equation}

The error is odd in $s$: reversing $s$ moves $y$ to the other side of the real axis. A level inside the contour has $d\to-d$, which for $d\ll R$ nearly reverses $s$. Charge that leaks in from a level just below $E_B$ is then nearly matched by charge missing from a level equally far above it. Close to a zero of $\delta N$ this fails, and both errors can have the same sign.

The upper end behaves alike. Replacing $x$ by $-x$ turns $z$ into $2c-z^*$ and $dz/dx$ into its conjugate. The sum for a level $\varepsilon$ is then minus the conjugate of the sum for $2c-\varepsilon$, with the same imaginary part. A level at $d$ above $E_F$ leaks as much as one at $d$ below $E_B$.

\textbf{Q.} I cannot read a size from Legendre functions. What is it in practice?

\textbf{A.} Put $y=\cosh\xi$. Legendre's equation becomes
\begin{equation}
\frac{d^2F}{d\xi^2}+\coth\xi\,\frac{dF}{d\xi}=n(n+1)F .
\end{equation}
For small $\xi$, $\coth\xi\approx1/\xi$, and $n(n+1)\approx(n+\frac12)^2$ for large $n$. This is the modified Bessel equation of order zero in $\zeta=(n+\frac12)\xi$. $P_n$ is regular and equals 1 at $\xi=0$, so it becomes $I_0(\zeta)$. $Q_n$ decays with growing $\xi$ and behaves as $-\frac12\ln(y-1)\approx-\ln\xi$ near zero, so it becomes $K_0(\zeta)$.

For small $s$, $1+\xi^2/2=1-is$ gives $\xi=\sqrt{-2is}=(1-i)\sqrt s$. Thus
\begin{equation}
\delta N\approx\frac2\pi\,\mathrm{Im}\,\frac{K_0(\zeta)}{I_0(\zeta)},\qquad
\zeta=\frac{1-i}{2}\,u,\qquad u=(2n+1)\sqrt s .
\end{equation}
One number, $u$, controls the leakage. For large $u$, $K_0\approx\sqrt{\pi/2\zeta}\,e^{-\zeta}$ and $I_0\approx e^{\zeta}/\sqrt{2\pi\zeta}$, so the ratio is $\pi e^{-2\zeta}=\pi e^{-u}e^{iu}$ and
\begin{equation}
\delta N\approx2e^{-u}\sin u .
\end{equation}
For $u\to0$, $K_0/I_0\approx-\ln\zeta+\text{real constant}$. Its imaginary part is $-\arg\zeta=\pi/4$, so $\delta N\to\frac12$: a level on the starting point is half counted.

The images, which equation~(\ref{leak}) leaves out, are harmless unless $n$ is very small. Where $\coth\xi\approx1$ the two solutions are $e^{n\xi}$ and $e^{-(n+1)\xi}$, so the error falls as $e^{-(2n+1)\xi}$. The nearest image, at $x\approx3$, has $e^\xi=3+\sqrt8\approx5.8$, so at $n=8$ this factor is already about $10^{-13}$.

\textbf{Q.} How many points do I need?

\textbf{A.} Require the envelope $2e^{-u}$ to be below a tolerance $\tau$:
\begin{equation}
n\ge\frac12\left[\frac{\ln(2/\tau)}{\sqrt s}-1\right],\qquad
s\approx\frac{2d}{\pi R}\quad(d\ll R).
\label{rule}
\end{equation}
The number of points grows as $\sqrt{R/d}$. Halving the distance costs about 40\% more points.

\section{A crystal with a semicore band}

\textbf{Q.} My semicore level is a band, not a single pole. Can you show a case with numbers?

\textbf{A.} Take a one-dimensional muffin-tin crystal with round model parameters: wells of depth 25 eV and width $w=0.20$ nm, separated by flat regions of length $L=0.10$ nm at zero potential. With $U=-25$ eV in the well, the wave numbers are
\begin{equation}
K=\sqrt{2m(z-U)}/\hbar,\qquad p=\sqrt{2mz}/\hbar .
\end{equation}
Across a length $\ell$ with wave number $k$, the pair $(\psi,\psi')$ is multiplied by
\begin{equation}
\begin{pmatrix}\cos k\ell&\sin(k\ell)/k\\-k\sin k\ell&\cos k\ell\end{pmatrix}.
\end{equation}
The product over one cell has determinant 1 and eigenvalues $e^{\pm iq}$. Half its trace is
\begin{equation}
\cos q=C(z)=\cos Kw\cos pL-\frac12\left(\frac Kp+\frac pK\right)\sin Kw\sin pL .
\end{equation}

At Bloch phase $\varphi$ the levels $\varepsilon_j(\varphi)$ are the zeros of $C(z)-\cos\varphi$. The functions $\sum_j1/(z-\varepsilon_j)$ and $C'(z)/[C(z)-\cos\varphi]$ have the same poles and residues and both vanish far from the spectrum, so they are equal. Averaging over $\varphi$ with
\begin{equation}
\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\frac1{C-\cos\varphi}=\frac{i}{\sin q},\qquad \mathrm{Im}\,q>0,
\end{equation}
and using $C'=-\sin q\,dq/dz$ gives the trace over one cell,
\begin{equation}
G_{\rm cell}(z)=\frac{iC'(z)}{\sin q}=-i\frac{dq}{dz}.
\end{equation}
The well part follows from varying $U$: to first order a level moves by $\partial\varepsilon_j/\partial U$, which is its charge in the well. The same argument gives $G_{\rm well}=i\,\partial q/\partial U$. Since $U$ enters through $z-U$ in $K$, this is $-i(\partial q/\partial K)(\partial K/\partial z)$.

The lowest band, from $-20.69$ to $-19.75$ eV, is the semicore and holds two electrons per cell. The next, from $-9.24$ to $-4.39$ eV, holds one, with $E_F=-7.21$ eV. I start the valence contour at a distance $d$ above the semicore top and use 16 points.

\begin{center}
\begin{tabular}{ccccc}
$d$ (eV) & $u$ & top level, & whole band, & $n$ for\\
 & & $e$ per spin & $e$, both spins & $\tau=10^{-4}$\\ \hline
0.05 & 2.35 & $+0.133$ & $+0.0144$ & 70\\
0.10 & 3.32 & $-0.0046$ & $-0.0083$ & 49\\
0.20 & 4.70 & $-0.0172$ & $-0.0045$ & 35\\
0.50 & 7.44 & $+9.8\times10^{-4}$ & $+3.9\times10^{-4}$ & 22\\
1.00 & 10.52 & $-4.0\times10^{-5}$ & $-2.0\times10^{-5}$ & 16
\end{tabular}
\end{center}

For $d=0.10$ eV the radius is 6.223 eV, so $s=(2/\pi)\ln(1+0.10/6.223)=0.01015$ and $u=33\sqrt{0.01015}=3.32$. Equation~(\ref{rule}) gives $n\ge\frac12(9.90/0.1007-1)=48.7$, hence 49.

\textbf{Q.} Why does the error change sign, and why is the top level almost harmless at 0.10 eV?

\textbf{A.} The factor $\sin u$ changes sign at $u=\pi$, and 3.32 is just past it. So near a zero the large-$u$ form is a rough guide: it gives $-0.013$, while equation~(\ref{leak}) gives $-0.0046$. A small error at one setting may thus be an accident of phase; the envelope there is 0.072.

The band value is the average of $\delta N$ over the band, times two for spin. Deeper states have larger $u$ and other signs. Since
\begin{equation}
G(x,x;z)=\sum_j\frac{|\psi_j(x)|^2}{z-\varepsilon_j},
\end{equation}
each state leaks with its own density, and the error is concentrated in the well. It is not an exact copy of the semicore density, because the leaks differ in size and sign across the band. The numerical check compares both the total and the well part with averages over diagonalized states, to $5\times10^{-5}\,e$. That resolves the leakage up to $d=0.50$ eV, but not the smaller values beyond.

\textbf{Q.} Valence states lie right at $E_F$, the other end of the contour. Why do they not spoil the count?

\textbf{A.} They lie on both sides of the end. Levels just inside and just outside are miscounted with opposite signs, and in a smooth band these errors largely cancel. Put differently, $G$ continues smoothly through the real axis inside a band, and the nearest singularities are the band edges, here about 2 eV or more from $E_F$. With the start moved to mid-gap, 16 points give a valence charge within $4\times10^{-8}\,e$ of one electron; nearly all of this difference comes from the small error of $E_F$ itself, which is taken from a finite plane-wave basis. A semicore band below $E_B$ has no partner above it.

\textbf{Q.} What does a charge error of 0.008 electrons do to my results?

\textbf{A.} If the code adjusts $E_F$ to restore neutrality, it moves the Fermi level. With density of states $D$, the condition $D\,\delta E_F+\delta N=0$ gives, for $d=0.10$ eV,
\begin{equation}
\delta E_F=-\frac{\delta N}{D}=\frac{0.00826\,e}{0.2808\,e/\mathrm{eV}}=0.0294\ \mathrm{eV}=4.71\times10^{-21}\ \mathrm{J}.
\end{equation}
Solving for the electron number with the same 16-point contour also gives 29.4 meV. The total is then right, but for the wrong reason: extra valence charge makes up for a deficit left by the semicore states. In a self-consistent calculation the potential would respond as well; this model leaves that out.

\section{Atomic core or separate contour?}

\textbf{Q.} I could declare the level an atomic core state. Does that remove the leakage?

\textbf{A.} No. The core treatment adds a density computed separately, but the crystal potential still binds the level, so its pole remains in $G$. With a normalized core and the valence start 0.10 eV above the band, 16 points give $2.9917\,e$ per cell instead of 3.

The start can also be misplaced. At the energy that halves the semicore band, $-20.26$ eV, the valence contour, converged in the number of points, collects $1.0000\,e$ too much; below the band it collects $2.0000\,e$ too much. With the core added, these electrons are counted twice. More points do not help, because the contour is correctly counting states that the core has already supplied. This can happen during self-consistency if the level drifts upward past a fixed $E_B$.

\textbf{Q.} Suppose I move the start to mid-gap. Is the atomic core then good enough?

\textbf{A.} The counting is then sound: a normalized core plus the valence contour gives $3.000000\,e$. What remains is a physical approximation. I take the core state as the bound state of one isolated well at energy $E_a$. Inside it is $\cos Kx$; outside it decays as $\cos(Kw/2)\,e^{-\kappa(|x|-w/2)}$, with $\kappa=\sqrt{-2mE_a}/\hbar$. Continuity of the slope requires $K\tan(Kw/2)=\kappa$, which gives $E_a=-20.231$ eV.

The squared function integrates to
\begin{equation}
A=\frac w2+\frac{\sin Kw}{2K}\ \text{(inside)},\qquad
B=\frac{\cos^2(Kw/2)}{\kappa}\ \text{(outside)}.
\end{equation}
The cell boundary lies $L/2$ beyond the well edge, where the density has fallen by $e^{-\kappa L}$. The fraction outside the cell is therefore
\begin{equation}
t=\frac{B\,e^{-\kappa L}}{A+B}.
\end{equation}
For two electrons this is $0.0115\,e$. If the tail is cut, the cell keeps $1.9885\,e$. If the state is renormalized in the cell, the total is restored, but the well receives $1.8955\,e$, while the true band has $1.8840\,e$ there.

\textbf{Q.} So renormalizing is better for the total and worse for the well charge?

\textbf{A.} In this model, yes. Renormalizing multiplies the density in the cell by a constant, so its shape there is unchanged and only the amount grows. The cut core has $1.8845\,e$ in the well, only $0.0005\,e$ above the band, so all its missing charge, and $0.0005\,e$ more, belongs between the wells: there it holds $0.1039\,e$ against $0.1160\,e$ for the band. Renormalizing puts $0.0114\,e$ too much into the well.

The core also has no dispersion, whereas the band is 0.93 eV wide. The energy sum is less sensitive: two core electrons have $-40.462$ eV and the filled band $-40.479$ eV per cell, a difference of 0.017 eV. Much of the spreading averages out when the whole band is filled.

\textbf{Q.} And a separate semicore contour?

\textbf{A.} It treats the semicore with the same crystal Green function as the valence states, so it keeps dispersion, tails and band energy. I run it from $-25.94$ to $-14.50$ eV, with the upper end in mid-gap, where the valence contour begins. Twelve points give the two electrons to $10^{-8}\,e$, and the band energy agrees with diagonalization to the printed digits. Together the two contours give $3.000000\,e$.

\textbf{Q.} Why twelve points, for a narrow band in the middle of a large semicircle?

\textbf{A.} Because the valence band leaks in from above. Its bottom is 5.26 eV beyond the upper end, and the contour radius is 5.72 eV. With 8 points the error is $-1.5\times10^{-5}\,e$, and equation~(\ref{leak}), applied to the bands above, reproduces it. The narrow semicore band itself is easy: for a level at the centre, $z-\varepsilon=Re^{i\theta}$, and $f=-i\pi/2$ is constant.

A separate contour is therefore no reliable cure if one of its ends stays close to the semicore band. At a common end the two contours may miscount the same levels with opposite signs, so the total can look right while each charge is wrong; how far the errors cancel depends on the radii and numbers of points. Both the valence and semicore contours need their common end far from either band.

\textbf{Q.} How can I tell these errors apart in my own calculation?

\textbf{A.} Hold the potential fixed and increase the number of points. For $d=0.10$ eV the band leakage changes from $-8.3\times10^{-3}\,e$ at 16 points to $2.7\times10^{-4}\,e$ at 32 and $4\times10^{-7}\,e$ at 64. A charge error that does not converge away has another cause; in this model that is a cut tail or double counting. Here the cut tail costs $0.0115\,e$, similar in size to the 16-point leakage, so the size alone does not identify the cause.

Next, move $E_B$ within the gap. The converged valence charge should not change. If it does, the start has entered a band or crossed a level.

\textbf{Q.} When would you choose which treatment?

\textbf{A.} If the tail outside the cell and the bandwidth are negligible for the property you need, an atomic core with a mid-gap start is adequate and saves the extra contour points. If either matters, use the separate contour. If no gap separates semicore from valence states, neither division is clean, and one contour starting well below both is the consistent choice.

These statements concern sharp one-electron levels. If a self-energy gives the level a finite width, part of its spectral weight really lies on the other side of $E_B$, and no number of points removes that part. Other quadratures or contour shapes change the leakage law, but not the exact count of zero or one.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/2m = 0.038100 eV nm^2; depth 25.0 eV, width 0.2 nm, period 0.3 nm
semicore band: -20.6862 to -19.7525 eV, width 0.9338 eV
valence band: -9.2404 to -4.3907 eV; Fermi level -7.2064 eV
mid-gap start: -14.4964 eV, 5.2560 eV above semicore top
single level at semicore top and whole band, n = 16 points:
d/eV   R/eV    s        u       leak/e per spin  2exp(-u)   band leak/e  n for 1e-4
0.05   6.248  0.00507    2.351  +1.329e-01       1.906e-01  +1.443e-02   70
0.10   6.223  0.01015    3.324  -4.603e-03       7.198e-02  -8.256e-03   49
0.20   6.173  0.02030    4.702  -1.722e-02       1.816e-02  -4.453e-03   35
0.50   6.023  0.05077    7.436  +9.783e-04       1.180e-03  +3.858e-04   22
1.00   5.773  0.10170   10.524  -4.006e-05       5.377e-05  -2.043e-05   16
2.00   5.273  0.20472   14.931  +4.394e-07       6.555e-07  +1.511e-07   11
d = 0.1 eV, n = 8: level leak +2.786e-01 e per spin, band leak +8.082e-02 e
d = 0.1 eV, n = 16: level leak -4.603e-03 e per spin, band leak -8.256e-03 e
d = 0.1 eV, n = 32: level leak +6.045e-04 e per spin, band leak +2.707e-04 e
d = 0.1 eV, n = 64: level leak +1.711e-06 e per spin, band leak +3.620e-07 e
density of states at Fermi level: 0.2808 e/eV
Fermi shift at d = 0.1 eV: solved +29.393 meV, estimate +29.403 meV
extra valence-contour charge: start inside band at -20.2596 eV 1.0000 e; below band 2.0000 e
separate contour: -25.9423 to -14.4964 eV, 12 points
  semicore charge 1.99999999 e (error -1.06e-08 e), in well 1.88402 e
  with 8 points: error -1.528e-05 e, leakage formula for the bands above -1.528e-05 e
  band energy -40.4792 eV per cell (diagonalization -40.4792 eV)
  valence contour from mid-gap, 16 points: error +3.17e-08 e
atomic core: level -20.2310 eV, energy of two electrons -40.4620 eV
  energy minus band energy: +0.0172 eV per cell
  charge outside own cell 0.01153 e; kept in cell if tail is cut 1.98847 e
  in well: tail cut 1.88454 e, renormalized 1.89546 e
  well-charge difference from band: +0.00052 e cut, +0.01144 e renormalized
total charge per cell (correct value 3 e):
  normalized core + valence start 0.1 eV above band: 2.991744 e
  normalized core + mid-gap start: 3.000000 e
  tail-cut core + mid-gap start: 2.988474 e
  separate semicore contour + mid-gap start: 3.000000 e
\end{verbatim}
